\section*{Exact Discrete Transparent Boundaries for Crank-Nicolson Propagation by Z-Transform}

\section{Forgetting the distant past costs eleven digits}

A wave packet with initial peak amplitude $0.63\,\mathrm{bohr}^{-1/2}$ hits an oscillating barrier on a grid of 401 points and leaves at both ends. The result is compared, at every point and every one of 2000 time steps, with the same calculation on a far longer grid. With hard walls at the ends the largest difference is $0.62\,\mathrm{bohr}^{-1/2}$. With a boundary condition that remembers the last 400 edge values it is $8\times10^{-4}$. If the condition remembers all edge values, it is $3\times10^{-15}$.

Two things ask for explanation: why a convolution over past edge values can replace an infinite lead down to rounding, and why values 400 steps old still matter. Both answers follow from the response of a lead to one pulse, whose first two values can be found by hand.

\section{The scheme and one pulse by hand}

In Hartree atomic units the equation is $i\partial_t\psi=-\tfrac12\partial_x^2\psi+V\psi$. Let $h$ be the grid spacing, $\tau$ the time step, and $\psi_j^n$ the value at site $j$ and time level $n$. The discrete Hamiltonian is
\begin{equation}
(H\psi)_j=-\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{2h^2}+V_j\psi_j ,
\end{equation}
with $V_j$ taken at mid-step if it depends on time. The Crank-Nicolson step is
\begin{equation}
\frac{i}{\tau}(\psi^{n+1}-\psi^n)=\tfrac12H(\psi^{n+1}+\psi^n).
\label{cn}
\end{equation}
Put $u=\psi^{n+1}+\psi^n$, so that $\psi^{n+1}-\psi^n=u-2\psi^n$. Multiplying (\ref{cn}) by $-i\tau$ gives
\begin{equation}
\left(1+\tfrac{i\tau}{2}H\right)u=2\psi^n,\qquad \psi^{n+1}=u-\psi^n .
\label{ustep}
\end{equation}
A neighbouring site therefore enters a step only through its sum $u$.

Now take a lead of constant potential $V$ on sites $m=1,2,\dots$, attached to an edge site $m=0$. Define
\begin{equation}
R=\frac{2h^2}{\tau},\qquad \sigma=h^2V,\qquad a=1+\sigma-iR .
\end{equation}
In (\ref{ustep}) the diagonal element is $1+i(1+\sigma)/R$ and the off-diagonal one is $-g$, with $g=i\tau/(4h^2)=i/(2R)$. Since $1/g=-2iR$, dividing by $g$ turns the diagonal into $-2iR+2(1+\sigma)=2a$. With all signs reversed,
\begin{equation}
u_{m+1}-2a\,u_m+u_{m-1}=4iR\,\psi_m^n .
\label{leadrow}
\end{equation}

Let the lead be empty at level 0, and prescribe the edge value as 1 at level 1 and 0 at all other levels. In the first step $u_0=1$ and the right side of (\ref{leadrow}) vanishes. The solutions are powers $q^m$ with $q+1/q=2a$. The two roots are reciprocal, and finite norm allows only the one inside the unit circle, called $\kappa_0$:
\begin{equation}
u_m=\kappa_0^m,\qquad \kappa_0=a-c,\qquad c^2=a^2-1 ,
\end{equation}
where the sign of $c$ is fixed by $|a-c|<1$. The right lead of the example has $h=0.1$ bohr, $\tau=0.02$ and $V=-0.5$ hartree, so $R=1$, $\sigma=-0.005$ and $a=0.995-i$. With $c=0.7816-1.2731i$,
\begin{equation}
\kappa_0=0.2134+0.2731i .
\end{equation}

In the second step the edge goes from 1 to 0, so again $u_0=1$, but the lead now holds $\psi_m^1=\kappa_0^m$. This source is itself a solution of the homogeneous equation, so we try $u_m=\kappa_0^m(1+\beta m)$. The terms proportional to $m$ cancel, leaving $\beta\kappa_0^m(\kappa_0-1/\kappa_0)=4iR\kappa_0^m$. Because $1/\kappa_0=a+c$, the bracket is $-2c$ and $\beta=-2iR/c$. The sum at the first lead site is
\begin{align}
\kappa_1&=\kappa_0\left(1-\frac{2iR}{c}\right)\nonumber\\
&=(0.2134+0.2731i)(2.1410-0.7004i)\nonumber\\
&=0.6483+0.4352i .
\end{align}
Subtracting the level-1 value gives the amplitude at level 2, $\kappa_1-\kappa_0=0.4348+0.1621i$.

Each further step would multiply $\kappa_0^m$ by a polynomial of higher degree in $m$. The equation is linear and the lead does not change in time, so the numbers $\kappa_n$ describe its response to any edge history. A generating function delivers them all together.

\section{The Z-transform of a lead}

Let $J$ be the last interior site on the right. We assume
\begin{equation}
V_j=V\ \ (j\ge J+1),\qquad \psi_j^0=0\ \ (j\ge J),
\end{equation}
with $V$ constant in time. The interior potential is free to vary in space and time. The left end is the mirror image, with its own constant potential. Define
\begin{equation}
\hat\psi_j(z)=\sum_{n=0}^{\infty}\psi_j^n z^{-n},\qquad |z|>1 .
\end{equation}
The sum converges because Crank-Nicolson conserves the norm on the infinite grid, which bounds every $|\psi_j^n|$. Shifting the time index gives
\begin{equation}
\sum_{n=0}^\infty\psi_j^{n+1}z^{-n}=z(\hat\psi_j-\psi_j^0)=z\hat\psi_j\qquad(j\ge J).
\end{equation}
The equation at site $J+1$ involves sites $J$ to $J+2$, so the shift is used at $J$ as well, and we take the initial state to vanish there. This is needed for the form of the condition derived below, not for transparency as such: the lead sees the edge only through the sums $u_J$, and convolving these with the unsummed response $\lambda_n$ introduced below gives an exact condition for any $\psi_J^0$. Equation (\ref{cn}) becomes
\begin{equation}
H\hat\psi=E\hat\psi,\qquad E(z)=\frac{2i}{\tau}\,\frac{z-1}{z+1},
\label{Ez}
\end{equation}
and multiplication by $-2h^2$ gives, for $j\ge J+1$,
\begin{equation}
\hat\psi_{j+1}-2\mu\hat\psi_j+\hat\psi_{j-1}=0,\qquad
\mu=1+\sigma-iR\,\frac{z-1}{z+1}.
\label{rec}
\end{equation}

The solutions are powers of the roots of $\lambda+1/\lambda=2\mu$. A root lies on the unit circle, $\lambda=e^{i\phi}$, precisely when $\mu=\cos\phi$ is real and in $[-1,1]$. For $|z|>1$ this cannot happen, since
\begin{equation}
\mathrm{Re}\,\frac{z-1}{z+1}=\frac{|z|^2-1}{|z+1|^2}>0
\quad\Rightarrow\quad \mathrm{Im}\,\mu<0 .
\end{equation}
So one root is inside the circle and its reciprocal is outside. The spatial norm of $\hat\psi$ is at most $\sum_n\|\psi^n\||z|^{-n}$, which is finite, and this excludes the growing root:
\begin{equation}
\hat\psi_{J+1}=\lambda(z)\hat\psi_J,\qquad |\lambda|<1 .
\label{dtn}
\end{equation}
Physically, $\mathrm{Im}\,E>0$ selects the outgoing or decaying wave. No wave number has been approximated, so (\ref{dtn}) holds for slow, fast and evanescent components alike.

\section{The kernel in closed form}

Write $w=1/z$, so that $(z-1)/(z+1)=(1-w)/(1+w)$. Then
\begin{align}
(1+w)\mu&=a+\bar a w,\\
(1+w)(\mu-1)&=p_b(1-z_bw),\quad p_b=\sigma-iR,\\
(1+w)(\mu+1)&=p_t(1-z_tw),\quad p_t=2+\sigma-iR,
\end{align}
with $z_{b,t}=-\bar p_{b,t}/p_{b,t}$. These points have modulus one. They are the values of $z$ at which $\mu=\pm1$, that is, where $E$ equals a band edge of the lead,
\begin{equation}
E_b=V,\qquad E_t=V+\frac{2}{h^2}.
\end{equation}
Solving (\ref{Ez}) for $z$ gives
\begin{equation}
z_{b,t}=\frac{1-iE_{b,t}\tau/2}{1+iE_{b,t}\tau/2}=e^{-i\theta_{b,t}},\quad
\theta_{b,t}=2\arctan\frac{E_{b,t}\tau}{2}.
\end{equation}
Since $p_bp_t=a^2-1=c^2$, the root $\lambda=\mu-\sqrt{\mu^2-1}$ becomes
\begin{align}
(1+w)\lambda&=a+\bar aw-c\,S(w),
\label{K}\\
S(w)&=\sqrt{(1-z_bw)(1-z_tw)},\quad S(0)=1 .
\end{align}
At $w=0$ this is $a-c=\kappa_0$, the decaying root. $S$ is analytic for $|w|<1$ and $|\lambda|$ cannot cross 1 there, so (\ref{K}) stays on the decaying root throughout the disc.

Let $S=\sum_n s_nw^n$, $q_1=z_b+z_t$ and $q_2=z_bz_t$. From $S^2=1-q_1w+q_2w^2$ it follows that $2(1-q_1w+q_2w^2)S'=(-q_1+2q_2w)S$. The coefficient of $w^n$ is
\begin{multline}
2(n+1)s_{n+1}-2q_1ns_n+2q_2(n-1)s_{n-1}\\
=-q_1s_n+2q_2s_{n-1},
\end{multline}
and therefore
\begin{equation}
(n+1)s_{n+1}=q_1\left(n-\tfrac12\right)s_n-q_2(n-2)s_{n-1},
\label{srec}
\end{equation}
with $s_0=1$ and $s_1=-q_1/2$. The coefficients of $(1+w)\lambda$ are
\begin{equation}
\kappa_0=a-c,\quad \kappa_1=\bar a-cs_1,\quad \kappa_n=-cs_n\ (n\ge2).
\label{kap}
\end{equation}

For the right lead $\theta_b=-0.0100$ and $\theta_t=2.2123$, so $z_b=1.0000+0.0100i$ and $z_t=-0.5984-0.8012i$. Then $\kappa_1=\bar a+c(z_b+z_t)/2=0.6483+0.4352i$, the value found by hand. For $n=1$, (\ref{srec}) gives $s_2=q_2/2-q_1^2/8=-(z_b-z_t)^2/8$, hence
\begin{equation}
\kappa_2=\frac{c}{8}(z_b-z_t)^2=0.5980-0.0485i .
\end{equation}

The unsummed response $\lambda_n$, defined by $\lambda=\sum_n\lambda_nw^n$, follows from $\lambda_n=\kappa_n-\lambda_{n-1}$. It was tested against direct time stepping of a 900-site lead driven by the pulse; over 401 values the largest difference is $6\times10^{-16}$.

\section{The boundary condition and the algorithm}

The coefficient of $w^{n+1}$ in $(1+w)\hat\psi_{J+1}=(1+w)\lambda\hat\psi_J$ is the discrete transparent boundary condition
\begin{equation}
u_{J+1}=\psi_{J+1}^{n+1}+\psi_{J+1}^n=\sum_{k=1}^{n+1}\kappa_{n+1-k}\,\psi_J^k .
\label{dtbc}
\end{equation}
One term contains the unknown new edge value $\psi_J^{n+1}=u_J-\psi_J^n$. Separating it,
\begin{equation}
u_{J+1}=\kappa_0u_J+B^n,\quad
B^n=\sum_{k=1}^{n}\kappa_{n+1-k}\psi_J^k-\kappa_0\psi_J^n .
\end{equation}
The last row of (\ref{ustep}) then reads
\begin{equation}
-g\,u_{J-1}+\left[1+\frac{i}{R}(1+h^2V_J)-g\kappa_0\right]u_J=2\psi_J^n+gB^n .
\label{lastrow}
\end{equation}

A step consists of the history sum at each end, one tridiagonal solve for $u$, the update $\psi^{n+1}=u-\psi^n$, and storage of the two edge values. For $N$ steps the sums take about $N^2/2$ products per edge, here $2\times10^6$.

The matrix is invertible. Write $\kappa_0=re^{i\phi}$ with $r<1$. The imaginary part of $\kappa_0+1/\kappa_0=2a$ is $(r-1/r)\sin\phi=-2R$, so $\sin\phi>0$ and $\mathrm{Im}\,\kappa_0>0$. The boundary term $-g\kappa_0=-i\kappa_0/(2R)$ has real part $\mathrm{Im}\,\kappa_0/(2R)>0$. For any nonzero vector $v$ the matrix $A$ thus satisfies $\mathrm{Re}\,v^\dagger Av\ge\|v\|^2>0$, because the Hermitian part of the problem contributes only an imaginary number. The interior solution is therefore unique. The restriction of the infinite-grid solution satisfies the same equations, so in exact arithmetic the two coincide.

\section{Why the memory is long}

The large-$n$ behaviour of $\kappa_n$ is set by the singularities of (\ref{K}) nearest to $w=0$: the two square-root branch points on the unit circle. For a single root,
\begin{equation}
\sqrt{1-x}=\sum_n b_nx^n,\quad
b_n=-\frac{1}{2n-1}\,\frac{1}{4^n}\binom{2n}{n}\simeq-\frac{n^{-3/2}}{2\sqrt\pi},
\end{equation}
where Stirling's formula gives $4^{-n}\binom{2n}{n}\simeq1/\sqrt{\pi n}$. Near $w=1/z_b$ the other factor of $S$ tends to $\sqrt{1-z_t/z_b}$. Its variation supplies terms $(1-z_bw)^{3/2}$, whose coefficients fall as $n^{-5/2}$. The same holds at $w=1/z_t$. With $\Delta=\theta_t-\theta_b$, to leading order,
\begin{multline}
\kappa_n\simeq\frac{c\,n^{-3/2}}{2\sqrt\pi}\Big[\sqrt{1-e^{-i\Delta}}\,e^{-in\theta_b}\\
+\sqrt{1-e^{i\Delta}}\,e^{-in\theta_t}\Big].
\end{multline}
Now $1-e^{-i\Delta}=2\sin(\Delta/2)\,e^{i(\pi-\Delta)/2}$, and the second root is the complex conjugate of the first. Taking out the mean phase $\bar\theta=(\theta_b+\theta_t)/2$ leaves a cosine:
\begin{multline}
\kappa_n\simeq c\,\sqrt{\frac{2\sin(\Delta/2)}{\pi}}\;n^{-3/2}e^{-in\bar\theta}\\
\times\cos\left[\left(n-\tfrac12\right)\frac{\Delta}{2}+\frac{\pi}{4}\right].
\label{asym}
\end{multline}
The prefactor simplifies. Since $\Delta/2=\arctan[(2+\sigma)/R]-\arctan(\sigma/R)$,
\begin{equation}
\sin\frac{\Delta}{2}=\frac{(2+\sigma)R-\sigma R}{|p_t||p_b|}=\frac{2R}{|c|^2},
\end{equation}
and the envelope of $|\kappa_n|$ is
\begin{equation}
2\sqrt{\frac{R}{\pi}}\;n^{-3/2},
\label{env}
\end{equation}
independent of the lead potential.

The power law thus belongs to the envelope; $|\kappa_n|$ itself beats between the two band edges. At $n=100$ the product $n^{3/2}|\kappa_n|$ is 0.20, well below the envelope constant $2/\sqrt\pi=1.128$, because the cosine is small there. At $n=10$, $100$ and $1000$ the error of (\ref{asym}) is 5\%, 0.05\% and 0.07\% of the envelope. It need not fall monotonically, since the $n^{-5/2}$ correction also oscillates. For $n$ from $10^4$ to $2\times10^4$ it stays below 0.01\%. The root-mean-square kernel in the blocks $500\le n<1000$ and $8000\le n<16000$ gives a decay exponent of $-1.501$.

The unsummed kernel requires division of (\ref{K}) by $1+w$. This creates no pole at $w=-1$, because $|\lambda|<1$ throughout the disc. At a branch point $|1+e^{i\theta}|=2\cos(\theta/2)$, so the two edges now contribute with unequal amplitudes:
\begin{equation}
A_{b,t}=\frac12\sqrt{\frac R\pi}\,\sqrt{1+\left(\frac{E_{b,t}\tau}{2}\right)^2}.
\end{equation}
Asymptotically $n^{3/2}|\lambda_n|$ lies between $|A_t-A_b|$ and $A_t+A_b$. Here $A_b=0.282$ and $A_t=0.630$, with limits 0.347 and 0.912; the extreme values found between $n=10^4$ and $2\times10^4$ agree to these digits. For $V\ne-1/h^2$ the amplitudes differ, and $|\lambda_n|$ is for large $n$ bounded from below as well as above by a multiple of $n^{-3/2}$. At $V=-1/h^2$ they are equal and the lower limit $|A_t-A_b|$ is zero; how closely the two contributions cancel then depends on $\Delta$.

At a band edge the group velocity of the lattice wave vanishes, so the corresponding part of the response lingers at the boundary. The lower edge survives in the continuum. With $t=n\tau$ and $E_b\tau\to0$, its contribution has modulus
\begin{equation}
A_bn^{-3/2}\to\frac{h\tau}{\sqrt{2\pi}}\,t^{-3/2}.
\end{equation}
This can be compared with the continuum outgoing condition $\partial_x\hat\psi=i\sqrt{2(E-V)}\,\hat\psi$. Setting $E-V=is$, with $s$ the Laplace variable, and using $-t^{-3/2}/(2\sqrt\pi)$ as the inverse transform of $\sqrt s$ at $t>0$, one finds a kernel of modulus $t^{-3/2}/\sqrt{2\pi}$. The factor $h$ converts the derivative into a difference, and $\tau$ converts the time integral into a sum. The upper edge is a property of the grid, but it must be kept if the interior is to match the infinite grid.

\section{A driven barrier between two leads}

The interior runs from $-20$ to $20$ bohr. The potential drops linearly from 0 to $-0.5$ hartree between $x=-2$ and $2$, and carries a barrier $(2+\cos t)\,e^{-x^2/2}$ hartree. At the edges the barrier is smaller than $10^{-86}$ hartree, so the leads are constant far below rounding. The packet starts at $-6$ bohr with mean wave number $2\,\mathrm{bohr}^{-1}$ and position width 1 bohr, and its two edge values are set to zero. The run lasts 40 atomic units, or 0.97 fs.

The reference grid adds 230 bohr on each side. A lattice wave moves at no more than $1/h=10$ bohr per atomic unit, and the time discretization slows it further. In 40 units it covers at most 400 bohr, less than the 460 bohr needed to reach a far wall and return. An implicit step also leaves small tails ahead of the fastest wave. The measured agreement of $3\times10^{-15}\,\mathrm{bohr}^{-1/2}$ shows that neither these tails nor the boundary condition produce a reflection above rounding. This figure measures the difference between two calculations, not the accuracy of either; the norm of the reference run drifts by $4\times10^{-13}$.

Cutting the kernel after 100 or 400 steps gives errors of $6.0\times10^{-3}$ and $8.4\times10^{-4}\,\mathrm{bohr}^{-1/2}$. For given edge values, summing the absolute values of the discarded kernel bounds the error committed in $u_{J+1}$ by a multiple of $M^{-1/2}$ for a cut at $M$ steps. For a run of unlimited length this bound halves from $M=100$ to $M=400$. Here the run ends after 2000 steps, so the discarded sum is roughly proportional to $M^{-1/2}-2000^{-1/2}$ and falls by a factor of about 2.8. The measured largest error on the grid falls by a factor of 7. This does not conflict with the bound, which ignores phases. If the edge value oscillates as $e^{-i\theta k}$ with $\theta$ away from $\theta_b$ and $\theta_t$, the discarded terms largely cancel: each band edge contributes a sum of $n^{-3/2}e^{in(\theta-\theta_{b,t})}$ over $n>M$, of order $M^{-3/2}/|1-e^{i(\theta-\theta_{b,t})}|$. This falls by a factor of 8 from $M=100$ to $M=400$, close to the measured 7, although two cuts do not by themselves establish the law.

The boundary condition also gives the current. For any two numbers, $|\psi^{n+1}|^2-|\psi^n|^2=\mathrm{Re}[u^*(\psi^{n+1}-\psi^n)]$. Inserting $\psi^{n+1}-\psi^n=-\tfrac{i\tau}{2}Hu$ yields
\begin{equation}
|\psi_j^{n+1}|^2-|\psi_j^n|^2=-\frac{\tau}{4h^2}\,\mathrm{Im}\left[u_j^*(u_{j+1}+u_{j-1})\right].
\end{equation}
When this is multiplied by $h$ and summed over the interior, each inner bond appears twice with opposite signs. What remains is the probability leaving at the two ends; on the right it is
\begin{equation}
\delta P=\frac{\tau}{4h}\,\mathrm{Im}(u_J^*u_{J+1})
\end{equation}
per step. Accumulated over the run, 0.831 has left to the right and 0.166 to the left, while 0.0026 is still inside. The sum is 1 to within $10^{-13}$. Both outflows were tested against the probability found in the outer parts of the reference grid. The interior norm cannot exceed its initial value, since the interior is part of a grid whose total norm is conserved.

\section{What transparency does not remove}

Zero reflection here means agreement with the infinite grid, not with the continuum. A free packet with the same initial parameters, compared at $t=8$ with the analytic solution, has a largest error of $0.036\,\mathrm{bohr}^{-1/2}$. The packet has by then spread to a peak of $0.63/|1+4i|^{1/2}=0.31$, so the error is 12\% of the peak. Halving both $h$ and $\tau$ reduces it to $0.0090$, a factor of 4.01, as expected for a scheme of second order in both steps. More exact boundaries cannot reduce this error; a finer grid does.

The derivation also shows where the condition ceases to hold. A wave present in the lead at the start adds its initial values to the transformed equation, and (\ref{dtn}) acquires a source term. If the lead potential depends on time, the transform no longer turns the lead equation into (\ref{rec}). A change of $\tau$ during the run invalidates the stored convolution. A different spatial stencil or time scheme needs its own derivation. If it couples sites beyond nearest neighbours, the lead can have several decaying roots, and a single kernel linking two neighbouring sites is then not enough. The numerical output lists the kernel values and the errors quoted here.

\section*{Table of computed values}
\begin{verbatim}
grid spacing dx = 0.1 bohr, time step dt = 0.02 a.u.
steps = 2000, total time = 40.0 a.u. = 0.9676 fs
interior from -20.0 to 20.0 bohr, 401 points
reference grid: 5001 points
lead potentials: left 0.0, right -0.5 hartree
barrier 2.0 + 1.0 cos(1.0 t) hartree, width 1.0 bohr
packet: x0 = -6.0 bohr, k0 = 2.0 1/bohr, s = 1.0 bohr
R = 2 dx^2/dt = 1.0000 (dimensionless)
right-lead band edges: -0.50, 199.50 hartree
edge phases theta: -0.010000, 2.212293 rad
prefactor c = 0.781553-1.273106j
right-lead kernels (dimensionless):
 n=    0 kappa=2.134471e-01+2.731064e-01j lam=2.134471e-01+2.731064e-01j
 n=    1 kappa=6.482764e-01+4.352065e-01j lam=4.348293e-01+1.621001e-01j
 n=    2 kappa=5.979634e-01-4.849538e-02j lam=1.631341e-01-2.105955e-01j
 n=    3 kappa=1.008726e-01-2.462914e-01j lam=-6.226147e-02-3.569592e-02j
 n=   10 kappa=1.188789e-02+7.040262e-03j lam=2.409326e-02+3.693235e-03j
 n=  100 kappa=7.777184e-05-1.883213e-04j lam=-2.612575e-04+3.891483e-04j
 n= 1000 kappa=-2.257686e-05-1.329019e-05j lam=-2.833970e-05-1.537460e-06j
 n=10000 kappa=4.003459e-07-1.046855e-06j lam=-2.972351e-07-7.838207e-07j
 n=   10 asymptotic kappa=1.040415e-02+6.161558e-03j
 n=  100 asymptotic kappa=7.797685e-05-1.888178e-04j
 n= 1000 asymptotic kappa=-2.255604e-05-1.327793e-05j
kappa envelope constant: formula 1.128379, found 1.128458
lam edge amplitudes: 0.282098, 0.629522
n^1.5 |lam| lower limit: formula 0.347424, found 0.347424
n^1.5 |lam| upper limit: formula 0.911620, found 0.911620
decay exponents: kappa -1.50131, lam -1.50053
asymptotic law, largest error / envelope, n>=10000: 7.71e-05
kernel vs pulse response, largest difference: 5.85e-16
kernel series vs decaying root: 6.86e-15
root coefficients vs Legendre form: 8.61e-17
largest initial |psi|: 0.6316 bohr^-1/2
REFLECTION ERROR, transparent: 2.96e-15 bohr^-1/2
error with hard walls: 6.162e-01 bohr^-1/2
error with memory cut at 100 steps: 6.014e-03 bohr^-1/2
error with memory cut at 400 steps: 8.410e-04 bohr^-1/2
norm drift of reference run: 3.82e-13
probability out right: 0.830958, out left: 0.166444
probability left inside: 2.597503e-03
probability balance error: 9.03e-14
free packet vs continuum at t = 8.0 a.u.:
 error at dx, dt: 3.6232e-02 bohr^-1/2
 error at dx/2, dt/2: 9.0296e-03 bohr^-1/2
 ratio: 4.013
\end{verbatim}
